# The Cowley–Sze pinning factor for uniform interface-state density, part 2

A metal faces an n-type semiconductor across a charge-free layer of thickness $d$ and absolute permittivity $\epsilon$. Interface states on the semiconductor side partly pin the barrier $B=E_C-E_F$, where $E_C$ is the conduction edge at the interface and $E_F$ the metal Fermi level. The metal has work function $W$; the semiconductor has affinity $\chi$ and gap $E_g$. The states have neutrality level $E_0$, at depth $P=E_C-E_0$, and density $D$ per unit area and energy. The elementary charge $q$ is positive, $k$ is the Boltzmann constant, $T$ the temperature and $\epsilon_0$ the vacuum permittivity.

For uniform $D$, states in equilibrium with the metal, and no space charge or fixed sheet charge,

$$
B=S(W-\chi)+(1-S)P,\qquad
S\equiv\frac{dB}{dW}=\frac{1}{1+q^2Dd/\epsilon}. \tag{1}
$$

With $C_i=\epsilon/d$, $a=q^2D/C_i$ and a further charge per area $Q_x$ on the semiconductor side,

$$
B=S(W-\chi)+(1-S)P-S\frac{qQ_x}{C_i},\qquad S=\frac{1}{1+a}. \tag{22}
$$

The state charge per area is $qD(B-P)$. If $Q_x$ depends on $B$, with $C_x=q\,dQ_x/dB$, then

$$
\frac{dB}{dW}=\frac{1}{1+a+C_x/C_i}. \tag{21}
$$

These formulas take $D$ per joule; for $D$ per electronvolt, $q^2D$ becomes the numerical value of $q$ times $D$. The finite energy range of the states adds to $B-P$ in the state charge the edge term

$$
\tau=kT\ln\!\left[1+e^{-B/kT}\right]
-kT\ln\!\left[1+e^{-(E_g-B)/kT}\right]. \tag{6}
$$

The example is gold on a nonpolar face of a wide-gap semiconductor resembling gallium nitride, with rough or assumed inputs: $W=5.1$ eV, $\chi=4.1$ eV, $E_g=3.4$ eV, $P=0.7$ eV, $D=2\times10^{13}$ eV$^{-1}$ cm$^{-2}$, $d=0.5$ nm, $\epsilon=3\epsilon_0$ and $T=300$ K. They give $C_i=5.313$ µF/cm², $a=0.603$, $S=0.624$ and $B=0.887$ eV. The state charge divided by $q$ is $3.74\times10^{12}$ cm$^{-2}$, and the layer field is 2.26 MV/cm.

### Choosing or extracting the density

At the same $d$ and $\epsilon$, densities of $10^{12}$, $10^{13}$, $10^{14}$ and $10^{15}$ eV$^{-1}$ cm$^{-2}$ give $S=0.97$, 0.77, 0.25 and 0.03. The value $S=1/2$ is reached at $3.3\times10^{13}$ eV$^{-1}$ cm$^{-2}$. Going from $S=0.9$ to $S=0.1$ takes $a$ from $1/9$ to 9, a factor of 81 in density, or about two decades.

Solving the definition of $S$ for the density gives

$$
D=\frac{C_i}{q^2}\left(\frac1S-1\right). \tag{23}
$$

A measured slope determines the combination $Dd/\epsilon$. It does not determine $D$ until $d/\epsilon$ is known separately. The propagation of a small error follows from $dS=-S^2\,da$ and $aS=1-S$:

$$
\frac{dS}{S}=-(1-S)\frac{da}{a}. \tag{24}
$$

Conversely, a relative error in $S$ is magnified by $1/(1-S)$ in the inferred $a$. For a given relative error in $S$, the density is therefore determined worst when pinning is weak. For a given absolute error $dS$, the relative error in $a$ has magnitude $|dS|/[S(1-S)]$, which is large for both very weak and very strong pinning.

The assumption of uniform $D$ can be examined with a curved density, $D(E)=D[1+4(E-E_0)^2/\text{eV}^2]$, keeping the other inputs. The self-consistent local slopes are 0.592 at $W=5.1$ eV and 0.476 at $W=5.6$ eV. A straight line fitted through such barriers would give an average slope, not the density at one energy.

### Depletion charge at zero bias

Let $z$ be the distance into the semiconductor from the interface, and $v(z)$ the upward bending of the conduction edge relative to the bulk. The donor density is $N$, the donors are fully ionized, holes are neglected, and the electrons follow Boltzmann statistics, $n=Ne^{-v/kT}$. With semiconductor permittivity $\epsilon_s$, the charge density is $\rho=qN(1-e^{-v/kT})$. Since $v$ is $-q$ times the potential, the Poisson equation reads

$$
\frac{d^2v}{dz^2}=\frac{q^2N}{\epsilon_s}\left(1-e^{-v/kT}\right).
$$

Multiply both sides by $2\,dv/dz$ and integrate from the bulk, where $v$ and its derivative vanish:

$$
\left(\frac{dv}{dz}\right)^2=\frac{2q^2N}{\epsilon_s}
\left[v-kT\left(1-e^{-v/kT}\right)\right].
$$

The field at the surface has magnitude $|dv/dz|/q$, and Gauss's law makes the charge per area $\epsilon_s$ times this field. For upward bending $v_s$ at the surface,

$$
Q_{\rm sc}=\sqrt{2\epsilon_sN\left[v_s-kT\left(1-e^{-v_s/kT}\right)\right]},
\qquad v_s=B-\zeta. \tag{25}
$$

Here $\zeta=kT\ln(N_C/N)$ is the depth of the Fermi level below the bulk conduction edge, and $N_C$ is the effective density of states of the conduction band.

Differentiating $Q_{\rm sc}^2$ with respect to $B$ at fixed $N$ and $T$ gives $2Q_{\rm sc}\,dQ_{\rm sc}/dB=2\epsilon_sN(1-e^{-v_s/kT})$. With the width defined by $w=Q_{\rm sc}/(qN)$, and with $v_s\gg kT$,

$$
C_{\rm sc}=q\frac{dQ_{\rm sc}}{dB}\simeq\frac{\epsilon_s}{w}. \tag{26}
$$

For the slope, this capacitance adds the term $C_{\rm sc}/C_i=(\epsilon_s/\epsilon)(d/w)$ to $1+a$.

Take $N=10^{16}$ cm$^{-3}$, $\epsilon_s=9\epsilon_0$ and an isotropic effective mass of 0.20 free-electron masses. Then $N/N_C=0.0045$, so the bulk is far from degenerate, and $\zeta=0.140$ eV. The self-consistent width is 267 nm and the depletion charge divided by $q$ is $2.67\times10^{11}$ cm$^{-2}$, about 7% of the state charge. It lowers the barrier by 5 meV. The added slope term is $3\times0.5/267=0.0056$, and the slope becomes

$$
\frac{dB}{dW}=\frac{1}{1.6032+0.0056}=0.622.
$$

The neglect of space charge is well justified here at zero bias. At $N=10^{17}$ cm$^{-3}$, with the other inputs fixed, the barrier shift grows to $-16$ meV.

### Reverse bias

A power diode under reverse bias has a much larger surface field. Let its magnitude be $F_s$. The depletion charge is $\epsilon_sF_s$, and Eq. (22) gives

$$
\delta B=-S\,q\,d\,\frac{\epsilon_s}{\epsilon}F_s. \tag{27}
$$

For $F_s=1.5$ MV/cm, the permittivity ratio turns this into 4.5 MV/cm in the layer, or 0.225 eV over 0.5 nm. The barrier shift is $-0.624\times0.225=-0.140$ eV, and $B$ falls to 0.747 eV. The total layer field rises to 5.1 MV/cm. Oxide films several nanometres thick break down at very roughly 10 MV/cm. That figure is only a scale for comparison and does not transfer directly to a 0.5 nm layer, across which the whole drop is about 0.25 V.

This estimate keeps the interface states in equilibrium with the metal while the bias is applied. If their charge could not respond, the factor $S$ would be absent and the same added field would lower the barrier by 0.225 eV. If instead the states lost electrons to the depleted semiconductor, the barrier would fall further: with the states emptied down to an assumed 1.1 eV below $E_C$, it would be $1.0-0.603\times0.4-0.225=0.53$ eV. Equation (27) therefore sets the bias at which space charge may be neglected only while the states follow the metal, and of these three cases it gives the smallest shift. While the states follow the metal, the slope between metals at the same $F_s$ remains $S$.

### Barrier height and current are different quantities

An electron in the semiconductor at distance $z$ from a conducting plane has the image energy $-q^2/(16\pi\epsilon_sz)$. A surface field adds $-qF_sz$. The maximum of the sum satisfies

$$
\frac{q^2}{16\pi\epsilon_sz_m^2}=qF_s,\qquad
z_m=\sqrt{\frac{q}{16\pi\epsilon_sF_s}}.
$$

At this point the two energies are equal, so the top of the barrier is lowered by

$$
2qF_sz_m=q\sqrt{\frac{qF_s}{4\pi\epsilon_s}}. \tag{28}
$$

For a semiconductor directly against the conducting plane, the zero-bias field of 0.054 MV/cm gives 29 meV with $z_m=2.7$ nm, and the reverse field of 1.5 MV/cm gives 155 meV with $z_m=0.5$ nm. Both values use the static permittivity. They are not estimates for the example contact, because its layer separates the semiconductor from the metal and has a lower permittivity, which weakens the image attraction and, very close to the interface, turns it into a repulsion. At the reverse field $z_m$ is no larger than about the layer thickness, so Eq. (28) cannot be applied there. The lowering applies to an electron crossing the barrier. It does not enter the charge balance that determines $B$.

Tunnelling also affects the current. In the WKB approximation the transmission is governed by $e^{-G}$, where

$$
G=\frac{2}{\hbar}\int\sqrt{2m[V(z)-E]}\,dz .
$$

Here $\hbar$ is the reduced Planck constant, $m$ the effective mass, $V(z)$ the barrier profile and $E$ the electron energy. In full depletion the profile above the bulk band edge is $v_s(1-z/w_0)^2$, with $w_0=\sqrt{2\epsilon_sv_s/(q^2N)}$. For an electron at that band edge the square root is linear in $z$ and its integral supplies a factor $w_0/2$. Thus

$$
G=\frac{\sqrt{2mv_s}}{\hbar}w_0=\frac{v_s}{E_{00}},\qquad
E_{00}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\epsilon_s}}. \tag{29}
$$

In the example $E_{00}=1.4$ meV, against $kT=25.9$ meV. The exponent $v_s/E_{00}$ is much larger than the thermal exponent $v_s/kT$, so tunnelling from the band edge is strongly suppressed compared with passage over the barrier at zero bias.

At high reverse field the barrier seen from the metal Fermi level is nearly triangular, $V-E=B-qF_sz$, with length $B/(qF_s)$. Substituting $u=qF_sz/B$ and using $\int_0^1\sqrt{1-u}\,du=2/3$ gives

$$
G=\frac{4\sqrt{2m}\,B^{3/2}}{3\hbar qF_s}. \tag{30}
$$

At 1.5 MV/cm and $B=0.747$ eV, $G=13.1$, while $B/kT=28.9$. The exponents now favour tunnelling. Raising the mass by 10% at fixed $B$ changes $G$ to 13.8. This looks small, but it nearly halves $e^{-G}$, so an anisotropic mass can matter for the current. The parabolic band-edge mass is itself only approximate 0.75 eV into the gap. With the two-band form, in which $V-E$ under the root is multiplied by $1-(V-E)/E_g$, the exponent becomes 12.2, which raises $e^{-G}$ by a factor of about 2.5. Image forces, passage through the layer and the prefactors of the two currents are left out of this comparison. A barrier extracted from reverse current by a purely thermionic formula should not be inserted into Eq. (1) under these conditions.

### Effective layer thickness

The plates of the capacitor are the centroids of the two charge distributions. If the metal's screening charge is centred a distance $t$ inside the metal, and that region is given the permittivity $\epsilon_0$, two capacitors lie in series. The replacement is

$$
\frac{d}{\epsilon}\ \longrightarrow\ \frac{d}{\epsilon}+\frac{t}{\epsilon_0}. \tag{31}
$$

For an assumed $t=0.05$ nm, the addition equals 0.15 nm of the layer, because $\epsilon=3\epsilon_0$. The slope falls from 0.624 to 0.560. If the centroid instead lies 0.05 nm out into the layer, the separation is 0.45 nm and the slope is 0.648. This atomic-scale uncertainty changes $S$ far more than zero-bias depletion does. The third decimal of $S$ in the example is useful for following the arithmetic, but has no predictive value for a real contact.

### Fixed charge and polar faces

For a fixed sheet charge $Q_f$, the total charge on the semiconductor side can be written as

$$
qD(B-P)+Q_f=qD(B-P_{\rm eff}),\qquad
P_{\rm eff}=P-\frac{Q_f}{qD}. \tag{32}
$$

With uniform $D$, a fixed charge is therefore equivalent to a displaced neutrality level. If $\chi$ is known, barrier measurements on several metals yield $P_{\rm eff}$, but they cannot separate the two contributions.

An uncompensated polarization charge of $-3$ µC/cm², a rough size for a polar gallium nitride face, gives

$$
\delta B=0.624\times\frac{3.0}{5.313}\ \text{eV}=0.352\ \text{eV}.
$$

With depletion charge neglected, the barrier becomes 1.239 eV and the slope stays at 0.624. The opposite sign of charge would lower $B$ by the same amount within the linear model. Compensation by other charges reduces the effect.

### Temperature of use

For the same barrier of 0.887 eV, the edge term $\tau$ of Eq. (6) is $5\times10^{-11}$ eV at 500 K. Thermal occupation of uniform interface states is therefore negligible as a source of barrier change. The band parameters can still move. Suppose heating lowers the conduction edge by 50 meV relative to the vacuum level, which increases $\chi$ by 50 meV. If $P$ stays fixed, $B$ falls by $S\times50=31$ meV. If the neutrality level stays fixed relative to the vacuum level, $P$ also falls by 50 meV, and $B$ falls by the full 50 meV. The 50 meV is an assumed size, not a calculated property.

### Relation to real contacts

The affinity, gap, permittivity and mass used here are of the right rough size for gallium nitride, and the work function is so for gold. The layer and the interface states are less certain. A density of $2\times10^{13}$ eV$^{-1}$ cm$^{-2}$ is high compared with a well-passivated dielectric interface. It is an assumed value, and the model does not say whether the states come from defects or from the metal's own wave functions reaching into the gap. The depth $P=0.7$ eV is assumed for a processed surface; a change of 0.1 eV in it moves $B$ by 0.038 eV. A polar face breaks the assumption of no fixed charge and could move the example's barrier by up to about 0.35 eV for the polarization charge taken above. High reverse bias breaks the neglect of space charge and moves it by $-0.14$ eV at 1.5 MV/cm. Real contacts may also vary laterally, which this one-dimensional model cannot represent.

For design, the simple formula is suited to comparing metals on the same prepared surface, at low surface field and with unchanged interface chemistry. When the surface field is not small, Eq. (27) should be evaluated first. The numerical output below lists the main values used in this half.

## Computed values

```
INPUTS (rough or assumed)
gold work function 5.1 eV, affinity 4.1 eV
gap 3.4 eV, neutrality depth 0.7 eV
state density D 2.0e+13 /(eV cm2)
layer thickness 0.50 nm
relative permittivity: layer 3.0, semiconductor 9.0
doping 1.0e+16 /cm3, mass 0.20 m_e
temperature 300 K, kT 25.85 meV
MAIN RESULT
state capacitance q^2 D 3.204 uF/cm2
layer capacitance 5.313 uF/cm2
ratio a = q^2 D d/epsilon 0.6032
pinning factor S 0.6238
Schottky-Mott barrier 1.000 eV
barrier B, self-consistent 0.8871 eV
barrier B, formula 0.8871 eV
state charge 0.5996 uC/cm2
state charge / q 3.743e+12 /cm2
layer drop 0.1129 V, field 2.257 MV/cm
D for S = 1/2: 3.316e+13 /(eV cm2)
B at work function 4.6 eV: 0.5752 eV
B at work function 5.6 eV: 1.1990 eV
S at D = 1e+12 /(eV cm2): 0.9707
S at D = 1e+13 /(eV cm2): 0.7683
S at D = 1e+14 /(eV cm2): 0.2490
S at D = 1e+15 /(eV cm2): 0.0321
varying D, local slope at 5.1 eV 0.592, at 5.6 eV 0.476
NEGLECTED EFFECTS
Fermi depth in bulk 0.140 eV, doping/N_C 0.0045
depletion width 266.9 nm
depletion charge / q 2.669e+11 /cm2
barrier shift by depletion -5.02 meV
slope with depletion 0.6216
barrier shift at doping 1e17 /cm3 -16.40 meV
zero-bias surface field 0.0537 MV/cm
image lowering at zero bias 29.3 meV
tunnelling energy E00 1.38 meV
reverse surface field 1.50 MV/cm
  barrier 0.7468 eV, shift -140.3 meV
  layer field 5.06 MV/cm
  image lowering 154.9 meV
  WKB exponent 13.14, mass +10 %: 13.78
  thermal exponent B/kT 28.89
screening charge displaced by 0.05 nm
  S if into metal 0.5605, if into layer 0.6481
polar face, sheet charge -3.0 uC/cm2
  barrier 1.2394 eV, slope 0.6238
band-edge term at 500 K 4.9e-11 eV
conduction edge lowered by 50 meV (assumed, hot)
  B shift, neutrality depth fixed -31.2 meV
  B shift, neutrality level fixed -50.0 meV
```
